# The noncollinear LSDA kernel and its regularization at vanishing magnetization

In the local spin density approximation (LSDA) the exchange-correlation energy is $E_{xc}=\int e(n,m)\,d\mathbf r$, where $n$ is the density, $\mathbf m$ the magnetization vector and $m=|\mathbf m|$. With $\mathbf u=\mathbf m/m$, and subscripts on $e$ denoting partial derivatives, its second functional derivative at $0<m<n$ is $\delta(\mathbf r-\mathbf r')$ times

$$
K_{nn}=e_{nn},\qquad K_{ni}=e_{nm}u_i,\qquad
K_{ij}=e_{mm}\,u_iu_j+\frac{B}{m}\,(\delta_{ij}-u_iu_j),\qquad B=e_m .
\tag{1}
$$

The longitudinal part is a second derivative of $e$, and the transverse part is the exchange-correlation field divided by the magnetization. As $m\to0$ at fixed $n>0$, the quotient $B/m$ does not diverge: it tends to $e_{mm}(n,0)$, and the kernel becomes isotropic. Regularization is needed for another reason. The quotient is computed as $0/0$ at $m=0$, loses digits close to it, and turns any mismatch $\delta B$ between field and magnetization into an error $\delta B/m$. The cure must reproduce the finite limit; setting the quotient to zero avoids the division but damages response functions and Newton steps.

Hartree atomic units are used, and the Bohr magneton is absorbed in the field, so that $\mathbf B$ is an energy. The spin density matrix at a point is $\rho=\tfrac12(n+\boldsymbol\sigma\cdot\mathbf m)$. Since $(\boldsymbol\sigma\cdot\mathbf m)^2=m^2$, its eigenvalues are $n_\pm=\tfrac12(n\pm m)$. The LSDA assigns to each point the energy of a uniform gas with these two spin densities, whatever the local spin axis. The energy therefore depends on $\mathbf m$ through its length alone.

For small changes of the density and magnetization,

$$
\delta E_{xc}=\int\left(v_{xc}\,\delta n+\mathbf B_{xc}\cdot\delta\mathbf m\right)d\mathbf r
=\int{\rm Tr}\left[(v_{xc}+\boldsymbol\sigma\cdot\mathbf B_{xc})\,\delta\rho\right]d\mathbf r ,
$$

because ${\rm Tr}\,\delta\rho=\delta n$ and ${\rm Tr}(\sigma_i\,\delta\rho)=\delta m_i$. This fixes the sign convention: the Kohn–Sham potential contains $+\boldsymbol\sigma\cdot\mathbf B_{xc}$, and a negative amplitude $B$ favours a larger magnetization.

Differentiating $m^2=m_km_k$ gives $2m\,\partial m/\partial m_i=2m_i$, hence $\partial m/\partial m_i=u_i$. The chain rule then yields $v_{xc}=e_n$ and $B_{xc,i}=e_mu_i=Bu_i$. For the second derivative the change of direction is also needed:

$$
\frac{\partial u_i}{\partial m_j}=\frac{\partial}{\partial m_j}\frac{m_i}{m}
=\frac{\delta_{ij}}{m}-\frac{m_i}{m^2}\,u_j=\frac{\delta_{ij}-u_iu_j}{m}.
$$

Therefore

$$
K_{ij}=\frac{\partial(e_mu_i)}{\partial m_j}
=e_{mm}u_ju_i+e_m\,\frac{\delta_{ij}-u_iu_j}{m},
$$

while $\partial e_n/\partial m_i=e_{nm}u_i$ and $\partial e_n/\partial n=e_{nn}$. This is equation (1). The delta function appears because $e$ at $\mathbf r$ depends on the variables at $\mathbf r$ alone. The magnetic block has the eigenvalue $e_{mm}$ for a change of length and, twice, $B/m$ for a change of direction.

The transverse value is fixed by spin-rotation invariance. Under an infinitesimal rotation, $\delta\mathbf m=\boldsymbol\omega\times\mathbf m$ is perpendicular to $\mathbf u$, so

$$
K\,(\boldsymbol\omega\times\mathbf m)=\frac Bm\,\boldsymbol\omega\times\mathbf m
=\boldsymbol\omega\times\mathbf B_{xc}.
$$

The field turns rigidly with the magnetization. A modified transverse coefficient breaks this relation, and a rotation of the spins then produces a spurious torque in the linearized equations.

To find the limit $m\to0$, the form of the functional is needed. With $\zeta=m/n$, Slater exchange is

$$
e_x=-\frac38\left(\frac3\pi\right)^{1/3}n^{4/3}\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right],
$$

and the Perdew–Wang correlation energy has the form

$$
e_c=n\left[\varepsilon_0+\alpha\,\frac{f(\zeta)}{f''(0)}\,(1-\zeta^4)+(\varepsilon_1-\varepsilon_0)f(\zeta)\,\zeta^4\right],
\qquad
f=\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2}{2^{4/3}-2}.
$$

Here $\varepsilon_0$, $\varepsilon_1$ and $\alpha$ are functions of the density: the correlation energies per electron of the unpolarized and fully polarized gas, and the spin stiffness. Both energies are even in $\zeta$ and analytic for $|\zeta|<1$. At fixed $n>0$ one may thus write

$$
e=e_0+\frac a2m^2+\frac c{24}m^4+O(m^6).
$$

The coefficients follow from the binomial series

$$
(1+\zeta)^{4/3}+(1-\zeta)^{4/3}=2+\frac49\zeta^2+\frac{10}{243}\zeta^4+\dots
$$

The second derivative of this sum at $\zeta=0$ is $8/9$ and the fourth is $80/81$, so their ratio is $10/9$. In correlation, $f$ starts at order $\zeta^2$, and the factors $\zeta^4$ first matter at order $\zeta^6$. Exchange and correlation therefore have the same ratio of fourth to second derivative, and

$$
a=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}+\frac{\alpha}{n},\qquad
c=\frac{10}{9}\,\frac{a}{n^2}.
\tag{2}
$$

Differentiating the expansion once gives $B=am+cm^3/6+\dots$, and twice gives $e_{mm}=a+cm^2/2+\dots$. With (2),

$$
\frac Bm=a\left(1+\frac{5}{27}\zeta^2\right)+O(\zeta^4),\qquad
e_{mm}=a\left(1+\frac59\zeta^2\right)+O(\zeta^4).
\tag{3}
$$

The two eigenvalues differ by $cm^2/3$ to leading order. Inserting this into (1) and using $m^2u_iu_j=m_im_j$,

$$
K_{ij}=\left(a+\frac c6m^2\right)\delta_{ij}+\frac c3\,m_im_j+O(m^4).
$$

The undefined direction has disappeared. The mixed element $e_{nm}u_i=(da/dn)\,m_i+\dots$ vanishes as well. If the magnetization passes through zero between two antiparallel domains, $\mathbf u$ jumps, but $\mathbf B_{xc}\simeq a\mathbf m$ and the kernel remain smooth.

The finite limit rests on $e_m(n,0)=0$. For a functional whose energy had a term $\beta m$ with $\beta\ne0$, one would have $\mathbf B_{xc}\to\beta\mathbf u$ and a transverse kernel $\beta/m$, a true divergence. A kernel made finite there would no longer be the second derivative of the functional.

As an example take a uniform electron gas with $r_s=4$ bohr and the functional above. Its density is $n=3/(4\pi r_s^3)=3.730\times10^{-3}$ bohr$^{-3}$. At $\zeta=0.3$ the magnetization is $m=1.119\times10^{-3}$ bohr$^{-3}$ and the field amplitude is $B=-0.008615$ hartree, so that

$$
\frac Bm=\frac{-0.008615}{1.119\times10^{-3}}=-7.70,\qquad e_{mm}=-7.92\quad\text{hartree bohr}^3 .
$$

The other elements are $e_{nm}=1.30$ and $e_{nn}=-15.61$ in the same unit. The limit at $m=0$ is $a=-7.581$ hartree bohr$^3$, or $-206.3$ eV bohr$^3$. Equation (3) with $\zeta^2=0.09$ estimates the transverse and longitudinal values as $-7.71$ and $-7.96$. Even at 30 percent polarization the kernel is nearly isotropic in this gas.

The trouble with the direct quotient is numerical. The field contains the difference $(1+\zeta)^{1/3}-(1-\zeta)^{1/3}\simeq2\zeta/3$ of two numbers close to one. Each carries a rounding error of order $\epsilon=2\times10^{-16}$ in double precision, so the relative error of $B$, and of $B/m$, is of order $\epsilon/\zeta$. The series (3) for $B/m$, cut after its $\zeta^2$ term, has instead a relative error of order $\zeta^4$, provided that $a$ is not close to zero. The two errors balance when $\zeta^5\sim\epsilon$, which gives $\zeta\sim7\times10^{-4}$. A suitable rule is

$$
\frac Bm\ \longrightarrow\
\begin{cases}
a\left(1+\tfrac{5}{27}\zeta^2\right), & \zeta<10^{-3},\\[2pt]
e_m/m, & \zeta\ge10^{-3}.
\end{cases}
\tag{4}
$$

For the gas at $r_s=4$ bohr, the following table gives the largest relative error among twenty values of $\zeta$ between 1.01 and 1.9 times the value listed, measured against arithmetic with fifty digits.

| $\zeta$ | direct quotient | rule (4) |
|---|---|---|
| $10^{-15}$ | $2\times10^{-1}$ | $5\times10^{-16}$ |
| $10^{-12}$ | $5\times10^{-4}$ | $5\times10^{-16}$ |
| $10^{-6}$ | $2\times10^{-10}$ | $6\times10^{-16}$ |
| $10^{-3}$ | $2\times10^{-13}$ | $2\times10^{-13}$ |

The errors of the direct quotient follow the estimate $\epsilon/\zeta$ within a small factor. Rounding alone is thus serious at extremely small polarization, and at $m=0$ the quotient is undefined. Larger inconsistencies do harm much earlier, as the Newton equations show.

In a self-consistent calculation let $x=(n,\mathbf m)$, and let $F$ map the effective potential to the output densities. The residual is $R[x]=x-F[v_{\rm eff}[x]]$. If $\chi_s$ is the derivative of $F$ with respect to the potential, the Jacobian is $1-\chi_s(K_H+K)$, where the Hartree kernel $K_H$ acts on the density alone. The same operator is inverted to obtain the response to an external field. An error of $K$ therefore enters both tasks.

The uniform gas shows the effect in closed form. Its noninteracting kinetic energy per volume is

$$
t=\frac{3}{20}(3\pi^2)^{2/3}n^{5/3}\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right].
$$

At fixed $n$, and for uniform $\mathbf m$, minimizing $t+e+\mathbf b\cdot\mathbf m$ in an external field $\mathbf b$ gives

$$
\mathbf r(\mathbf m)=\nabla_mt+\mathbf B_{xc}+\mathbf b=0,\qquad
J=\nabla_m\nabla_mt+K .
\tag{5}
$$

A Newton step is $\delta\mathbf m=-J^{-1}\mathbf r$. The kinetic energy also depends on $\mathbf m$ through $m$ alone, so its second derivative has the structure of (1) and the same finite limit. The bracket in $t$ has the second derivative $2\cdot\frac53\cdot\frac23=\frac{20}{9}$ at $\zeta=0$. Dividing by $n^2$,

$$
\frac1{\chi_0}\equiv t_{mm}(n,0)=\frac13(3\pi^2)^{2/3}n^{-1/3}=20.57\ \text{hartree bohr}^3 .
$$

Here $\chi_0$ is the noninteracting spin susceptibility, taken positive. With the Stoner factor $I=-a\chi_0$, the Jacobian at $m=0$ is the unit matrix times

$$
J_0=\frac1{\chi_0}+a=\frac{1-I}{\chi_0},\qquad
I=\frac{7.581}{20.57}=0.369,\qquad J_0=12.99\ \text{hartree bohr}^3 .
$$

To first order in the field, $\mathbf m=-\mathbf b/J_0=-\chi_0\mathbf b/(1-I)$. The kernel at vanishing magnetization thus supplies the exchange-correlation enhancement of the paramagnetic response. It cannot be discarded on the ground that $\mathbf m$ is zero. The value of $I$ depends on the parametrization of correlation: at $r_s=4$ bohr the Vosko–Wilk–Nusair form gives 0.384 and the Perdew–Zunger form 0.337.

With the regularized kernel, Newton's method can start from $\mathbf m=0$, where the direct quotient is undefined. For $b=5\times10^{-3}$ hartree the first step gives

$$
m=\frac{5\times10^{-3}}{12.99}=3.85\times10^{-4}\ \text{bohr}^{-3},\qquad \zeta=0.103 .
$$

The residual that remains comes from the quartic terms of the energy. The bracket in $t$ has the fourth derivative $2\cdot\frac53\cdot\frac23\cdot\frac13\cdot\frac43=\frac{80}{81}$, which is $\frac49$ of its second derivative. Hence $t_{mmmm}(n,0)=4/(9n^2\chi_0)$, while (2) gives $c=-10I/(9n^2\chi_0)$. To leading order the residual has the magnitude

$$
\frac{m^3}{6}\left(t_{mmmm}+c\right)=\frac{2-5I}{27\,\chi_0}\,\frac{m^3}{n^2}\simeq4.9\times10^{-7}\ \text{hartree}.
\tag{6}
$$

The computed sequence of residuals is $5.0\times10^{-3}$, $5.7\times10^{-7}$ and $2.9\times10^{-14}$ hartree. The estimate omits higher powers of $\zeta$ but explains the large first reduction: evenness removes the quadratic term, and the kinetic and exchange-correlation contributions to $2-5I=0.16$ largely cancel.

Now suppose that $K$ is set to zero below a cutoff in $\zeta$, and that the solution lies below it. The approximate Jacobian is then $1/\chi_0$, and the step is $\delta\mathbf m=-\chi_0\mathbf r$. In the linear regime the next residual is

$$
\mathbf r'=\mathbf r+J_0\,\delta\mathbf m=\mathbf r-(1-I)\mathbf r=I\,\mathbf r .
\tag{7}
$$

Newton's method has become a fixed-point iteration with contraction factor $I$. It is slow when $I$ approaches one, the value at which the paramagnetic state becomes locally unstable. For $|I|>1$ the residual grows until $\zeta$ exceeds the cutoff and the full kernel returns. With the functional used here $I$ rises to about 0.999 near $r_s=77$ bohr, where the paramagnetic state is already metastable against a polarized one, then falls again, and is $-1.8$ at $r_s=500$ bohr, where the iteration cycles without converging. These low-density values belong to the parametrization: $r_s=500$ bohr is an extrapolation beyond the range to which it was fitted, and the Perdew–Zunger form gives $I=+4.1$ there. The residual in (5) is still correct, so a converged result is unaffected. In a response calculation, however, the same omission removes the factor $1/(1-I)$ from the answer itself.

For $b=4\times10^{-6}$ hartree the solution has $\zeta=8.3\times10^{-5}$. The regularized kernel reduces the residual by more than a factor $10^{10}$ in one step. Dividing (6) by $b=(1-I)m/\chi_0$ gives the ratio $(2-5I)\zeta^2/[27(1-I)]\simeq6\times10^{-11}$, so the small value of $2-5I$ in this gas helps here too. With the kernel dropped below $\zeta=10^{-3}$, a reduction by $10^{10}$ takes 24 steps, and the measured contraction per step is 0.369. Equation (7) requires $k\ge\ln10^{10}/(-\ln0.369)=23.1$, hence 24 steps.

Replacing the denominator by $\max(m,\delta)$ fails in the same way in the transverse directions when $m\ll\delta$. For $m\ll n$ and $m<\delta$ the transverse value becomes $am/\delta$, which vanishes with $m$, while the longitudinal value stays near $a$. The kernel then depends on the direction of an arbitrarily small $\mathbf m$. Repeating the argument of (7) with the transverse Jacobian $1/\chi_0+am/\delta$ gives the contraction factor

$$
1-\frac{1-I}{1-Im/\delta}=\frac{I(1-m/\delta)}{1-Im/\delta},
$$

which tends to $I$ for $m\ll\delta$.

The opposite danger is a quotient that is too large. Let the amplitude used in it be $B-\delta B$ with $\delta B>0$, while the correct residual is kept. For small $\zeta$ the transverse Jacobian is

$$
J_\perp=J_0-\frac{\delta B}{m},\qquad
J_\perp=0\ \ \text{at}\ \ m_c=\frac{\delta B}{J_0}=\frac{\chi_0\,\delta B}{1-I}.
\tag{8}
$$

The critical value has a direct meaning. Without the small-$\zeta$ approximation, $J_\perp=(t_m+e_m-\delta B)/m$, and its zero satisfies $t_m+e_m=\delta B$. This is the equation for the magnetization that a real external field of strength $\delta B$ would induce. The quotient therefore becomes dangerous when the magnetization is comparable with, or smaller than, the response to the field error. The ratio of the faulty transverse step to the correct one is

$$
\frac{J_0}{J_0-\delta B/m}=\frac{1}{1-m_c/m}.
$$

The transverse residual is multiplied by one minus this ratio, so it stops contracting once the ratio reaches 2, at $m=2m_c$. The ratio grows without bound at $m_c$ and equals $-1$ at $m_c/2$: the step has the correct length and the wrong sign. For an error of the opposite sign the ratio is $1/(1+m_c/m)$, and the steps become too short.

For $\delta B=10^{-6}$ hartree, (8) gives $m_c=10^{-6}/12.99=7.70\times10^{-8}$ bohr$^{-3}$, or $\zeta=2.06\times10^{-5}$. A numerical search for the zero of the lowest eigenvalue of the full $3\times3$ Jacobian, and a Newton solution of (5) with a field of $10^{-6}$ hartree, both give $7.70\times10^{-8}$ bohr$^{-3}$. At half this magnetization the transverse eigenvalue is $-12.99$ hartree bohr$^3$, the reverse of $J_0$.

Mixing can create such a mismatch if the field is taken from an iterate with magnetization $m_1$ and divided by that of another, $m_2$. For small polarizations the quotient is $am_1/m_2$, and

$$
J_\perp=\frac1{\chi_0}\left(1-I\,\frac{m_1}{m_2}\right).
$$

It is negative for $m_2<Im_1$. With $I=0.37$, a denominator smaller than the proper one by a factor of 2.7 suffices. Field and magnetization in (1) must therefore belong to the same point in the space of variables. Rule (4) removes the dependence on a supplied field below its switch, but not above it. At the switch, $m=10^{-3}n$, so field errors larger than $J_0\times10^{-3}n\simeq5\times10^{-5}$ hartree can still reverse a step in this gas. There consistency is the remedy.

Two other limits have singularities of a different kind. When the density itself vanishes, the exchange part of $a$ in (2) diverges as $n^{-2/3}$. At $n=10^{-10}$ bohr$^{-3}$ it is $-1.52\times10^6$ hartree bohr$^3$, while the full functional gives $+7.6\times10^4$. Correlation has slightly more than cancelled exchange, so in this functional the sign of $a$ found at $r_s=4$ bohr does not hold at all densities. At this density, $r_s\approx1300$ bohr, the sign is the remainder of a near cancellation and depends on the parametrization of correlation.

What matters in a response calculation is the kernel between magnetization changes. If $|\delta\mathbf m|\le Cn$ with a constant $C$, the exchange contribution near $m=0$ obeys

$$
|a_x|\,|\delta\mathbf m|^2\le\frac{C^2}{3}\left(\frac3\pi\right)^{1/3}n^{4/3},
$$

which vanishes with the density. For the model density $n=e^{-2r}/\pi$ and $|\delta\mathbf m|=n$, numerical integration assigns a fraction $1\times10^{-10}$ of the total exchange contribution to the region with $n<10^{-10}$ bohr$^{-3}$. For the exchange contribution a density floor is harmless in this case. The argument fails for changes that decay much more slowly than the density.

At full polarization the singular elements are $e_{mm}$, $e_{nm}$ and $e_{nn}$, while the transverse element stays finite. The second derivative of $(1-\zeta)^{4/3}$ is $\frac49(1-\zeta)^{-2/3}$, and $1-\zeta=2n_-/n$, so $|e_{mm}|$ grows as $n_-^{-2/3}$ when the minority density $n_-$ vanishes, unless the exchange and correlation coefficients cancel. In the gas at $r_s=4$ bohr they do not: lowering $n_-/n$ from $10^{-9}$ to $10^{-12}$ raises $|e_{mm}|$ by a factor of 100, which is $1000^{2/3}$. The divergent part of the energy depends on $n_-=\tfrac12(n-m)$, so $e_{nn}\simeq-e_{nm}\simeq e_{mm}\simeq\tfrac14\,\partial^2e/\partial n_-^2$; at $n_-/n=10^{-12}$ all three have the magnitude $2.2\times10^8$ hartree bohr$^3$. The transverse quotient contains first derivatives and stays finite, changing from $-11.76$ to $-11.77$ hartree bohr$^3$. The series in $m$ does not help here, because this singularity belongs to the functional, whereas the one at $m=0$ belongs to the way the kernel is evaluated.
